# Why Semilocal Functionals Split the p0 and p+1 States of Boron

**The argument under review**

The manuscript computes the boron atom twice, once with the 2p electron in the orbital with $m=0$ and once in the orbital with $m=+1$. It then reasons as follows. Both occupations belong to the same $^2P$ term. Density functional theory yields the ground-state energy. The two PBE energies must therefore be equal, and any difference between them is a numerical defect or, if it survives convergence, a small physical splitting of the term.

The first premise is correct. The second holds for the exact functional, and the conclusion does not follow for an approximate one. I use Hartree atomic units, no external magnetic field and no spin-orbit coupling.

**What symmetry guarantees**

Let $\Phi_m$ be the determinant $1s^2\,2s^2\,2p_m$ with a spin-up 2p electron, pure s and p orbitals, and the same radial functions for both values of $m$. With $p_{+1}=-(p_x+ip_y)/\sqrt2$, the one-electron raising operator gives $l_+p_0=\sqrt2\,p_{+1}$ and annihilates every s orbital. The total operator $L_+$ acts on one orbital at a time, so

$$L_+\Phi_0=\sqrt2\,\Phi_{+1},\qquad L_-\Phi_{+1}=\sqrt2\,\Phi_0 .$$

The atomic Hamiltonian $H$ commutes with $L_\pm$. Hence

$$E_{+1}=\tfrac12\langle\Phi_0|L_-HL_+|\Phi_0\rangle=\tfrac12\langle\Phi_0|HL_-L_+|\Phi_0\rangle=E_0,$$

because $L_-L_+\Phi_0=2\Phi_0$. The determinants need not be eigenstates of $H$. For orbitals from an unrestricted Hartree-Fock calculation in the s and p functions of aug-cc-pVQZ, both energies are $-24.529157$ Ha. Six-digit energies below refer to this basis: a larger uncontracted set lowers this total and the exchange energies by about $10^{-4}$ Ha, while the fixed-orbital differences between the two states move by about $10^{-5}$ Ha or less.

The exact density functional respects this degeneracy too. Let $F[n]$ be the minimum of $\langle T+W\rangle$, kinetic energy plus electron repulsion, over all wavefunctions with density $n$. Let $n_m$ now be the density of an exact ground state $\Psi_m$, and $v$ the nuclear potential. The variational principle gives $F[n_m]+\int v\,n_m\ge E_{\rm gs}$. Since $\Psi_m$ is itself admitted to the search, the left side is also $\le E_{\rm gs}$. It therefore equals $E_{\rm gs}$ for each $m$, although the densities differ.

That difference is not one of orientation. Rotating $p_0=p_z$ produces $p_x$ or $p_y$, and a rotationally invariant functional gives all three the same energy. No rotation turns the two-lobed density of $p_0$ into the ring-shaped density of $p_{+1}$. Equality between these two shapes is a further demand on the functional.

**What exchange has to cancel**

Write $R(r)$ for the radial 2p function and $P_2$ for the second Legendre polynomial of $\cos\theta$. The angular factors are $3\cos^2\theta=1+2P_2$ for $p_0$ and $\tfrac32\sin^2\theta=1-P_2$ for $p_{+1}$, so

$$|p_m|^2=\frac{R^2}{4\pi}(1+a_mP_2),\qquad a_0=2,\quad a_1=-1 .$$

The kinetic and nuclear energies depend on the common radial functions and are equal. In the Hartree energy $U=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$, the spherical part is common, and its cross terms with $P_2$ integrate to zero. What remains is the quadrupole interaction of the 2p density with itself. The $l=2$ term of $1/|\mathbf r-\mathbf r'|$ is $(r_<^2/r_>^3)P_2(\cos\gamma)$, with $\gamma$ the angle between $\mathbf r$ and $\mathbf r'$. Integrating $P_2(\cos\gamma)P_2(\cos\theta')$ over the primed angles gives $(4\pi/5)P_2(\cos\theta)$, and $\int P_2^2\,d\Omega=4\pi/5$. The factors of $4\pi$ cancel, leaving

$$U_m^{(2)}=\frac{a_m^2}{50}F^2,\qquad
F^2=\iint R^2(r)R^2(r')\frac{r_<^2}{r_>^3}r^2r'^2\,dr\,dr'.$$

Thus $U_0-U_1=(4-1)F^2/50=3F^2/50$. Since the total energies are equal, exact exchange must satisfy

$$E_{x,1}-E_{x,0}=U_0-U_1=\frac{3}{50}F^2 .$$

For boron $F^2=0.190611$ Ha, so the required difference is $3(0.190611)/50=0.011437$ Ha. The Hartree energies, 11.599530 Ha for $p_0$ and 11.588093 Ha for $p_{+1}$, differ by this amount, and the exact exchange energies compensate it.

**Why a semilocal functional misses the cancellation**

With the orbitals held fixed, the splitting produced by an approximate functional is

$$\Delta=E(p_{+1})-E(p_0)=-\frac{3}{50}F^2+E_{xc,1}-E_{xc,0}.$$

For exchange alone the target $\Delta=0$ is exact when exchange means the orbital exchange energy of these two determinants. The exchange functional of the density is defined with Kohn-Sham orbitals, which need not coincide with the Hartree-Fock orbitals used here. With correlation I keep the same target: the exact components are degenerate and so are the determinants, so the correlation energy, defined as their difference, is the same for both. This is the wavefunction definition. The exact density functional is degenerate at the exact densities of the two components, and the fixed Hartree-Fock densities only approximate these, so for the rows with correlation the zero is a reference and not a theorem.

Local exchange shows what goes wrong. For each spin it is $-C\int n^{4/3}$, with $C=\frac34(6/\pi)^{1/3}$. Spin-down contributions are the same for both states. Write the spin-up density as $\bar n(1+wa_mP_2)$, where $\bar n$ is its spherical average and $w(r)$ is the fraction of $\bar n$ due to 2p. The angular averages of $P_2$ and $P_2^2$ are 0 and $1/5$. To second order in the anisotropy, the average of $(1+wa_mP_2)^{4/3}$ is $1+\frac29w^2a_m^2/5$, and

$$E_{x,1}-E_{x,0}\simeq\frac{2C}{15}\int w^2\bar n^{4/3}\,d^3r .$$

The sign is right: local exchange favours the more anisotropic $p_0$ density. The magnitude, however, is an integral over single points, whereas $F^2$ couples pairs of points. Nothing makes the two equal. The expansion serves to show the structure, since $wa_0$ is not small where 2p dominates.

The full LSDA exchange difference is $0.011437+0.001653=0.013090$ Ha, and PBE exchange gives $0.011437+0.005315=0.016752$ Ha. Both overshoot the requirement, so $p_0$ comes out too low relative to $p_{+1}$. With correlation the PBE splitting is 0.0035 Ha, or 0.095 eV.

Numerical error does not explain this. The same orbitals give degenerate Hartree-Fock energies, and refining the quadrature changes no fixed-orbital splitting by more than $1.4\times10^{-7}$ Ha.

**What the functional is not told**

The $p_{+1}$ orbital circulates around the $z$ axis; $p_0$ does not. For each spin define

$$n=\sum_i|\phi_i|^2,\quad \tau=\tfrac12\sum_i|\nabla\phi_i|^2,\quad
\mathbf j={\rm Im}\sum_i\phi_i^*\nabla\phi_i .$$

Consider an ensemble with half an electron in $p_x$ and half in $p_y$. It has the density of $p_{+1}$. It also has the same $\tau$, because $p_x$ and $p_y$ are real and the cross terms cancel in $|\nabla p_x+i\nabla p_y|^2=|\nabla p_x|^2+|\nabla p_y|^2$. Its current vanishes. A functional of $n$, $\nabla n$ and $\tau$ therefore cannot tell one circulating electron from two half-filled orbitals.

The exchange hole can. Let $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i^*(\mathbf r)\phi_i(\mathbf r')$ for one spin. The hole around an electron at $\mathbf r$ has density $|\gamma|^2/n(\mathbf r)$, counted positive. Averaged over a sphere of radius $s$ around $\mathbf r$, it is $n+Qs^2+\dots$, where $Q$ is one sixth of its Laplacian with respect to $\mathbf r'$ at $\mathbf r'=\mathbf r$. The product rule gives

$$\nabla'^2|\gamma|^2=2\,{\rm Re}(\gamma^*\nabla'^2\gamma)+2|\nabla'\gamma|^2 .$$

At coincidence three substitutions apply:

- $\gamma=n$;
- $\nabla'\gamma=\sum_i\phi_i^*\nabla\phi_i=\frac12\nabla n+i\mathbf j$;
- ${\rm Re}\sum_i\phi_i^*\nabla^2\phi_i=\frac12\nabla^2n-2\tau$, from $\nabla^2|\phi_i|^2=2{\rm Re}(\phi_i^*\nabla^2\phi_i)+2|\nabla\phi_i|^2$.

The Laplacian becomes $n(\nabla^2n-4\tau)+\frac12|\nabla n|^2+2|\mathbf j|^2$. Division by $6n$ yields

$$Q=\frac16\left(\nabla^2n-2D\right),\qquad
D=2\tau-\frac{|\nabla n|^2}{4n}-\frac{|\mathbf j|^2}{n}.$$

The current term thus follows from the definition of the hole. At the point $(1.2,0,0.7)$ bohr in the $p_{+1}$ state, differentiating the hole numerically gives $Q=-0.013472$ bohr$^{-5}$, as does the formula. Omitting $\mathbf j$ gives $-0.015443$ bohr$^{-5}$, an error of 15% relative to the correct magnitude.

The meaning of $D$ is clearest for one orbital $\phi=Ae^{iS}$, with $A$ and $S$ real. Then $n=A^2$, $\mathbf j=A^2\nabla S$ and $2\tau=|\nabla A|^2+A^2|\nabla S|^2$. The second term of $D$ removes $|\nabla A|^2$, the third removes $A^2|\nabla S|^2$, and $D=0$. Without the current, a lone $p_{+1}$ orbital has $D=|\mathbf j|^2/n>0$ and looks like a region shared by several orbitals. For several orbitals the Cauchy-Schwarz inequality, $|\sum_i\phi_i^*\nabla\phi_i|^2\le n\sum_i|\nabla\phi_i|^2$, ensures $D\ge0$.

**The effect on Becke-Roussel exchange**

The Becke-Roussel functional uses $Q$ directly. It models the hole by a normalized exponential, $(a^3/8\pi)e^{-a\rho}$, where $\rho$ is the distance from a centre lying at distance $b$ from the reference point. Set $x=ab$. Matching the density at the reference point gives $n=(a^3/8\pi)e^{-x}$. Since the Laplacian of $e^{-a\rho}$ is $(a^2-2a/\rho)e^{-a\rho}$, matching the curvature gives $Q=na^2(x-2)/(6x)$. Elimination of $a=(8\pi n)^{1/3}e^{x/3}$ leaves

$$\frac{xe^{-2x/3}}{x-2}=\frac23\pi^{2/3}\frac{n^{5/3}}{Q}.$$

The potential of this hole at the reference point is

$$u=-\frac{g}{b},\qquad g=1-\left(1+\tfrac x2\right)e^{-x}.$$

To verify it, differentiate with respect to $b$: $g''=-\frac12a^3be^{-ab}$, which is $-4\pi b$ times the exponential density, as Poisson's equation requires. Moreover $g(0)=0$ and $g\to1$ far away, as for a unit charge. The exchange energy is $\frac12\int nu$, summed over spins.

The direction of the current correction can now be proved. At fixed $n$, $Q$ is proportional to $e^{2x/3}(1-2/x)$, whose derivative is

$$\frac{2e^{2x/3}}{3x^2}\left[(x-1)^2+2\right]>0 .$$

So $x$ rises with $Q$. Inserting $b=xe^{-x/3}/(8\pi n)^{1/3}$ gives $u=-(8\pi n)^{1/3}h(x)$ with $h=e^{x/3}g/x$. Differentiation and collection of terms give

$$3x^2e^{2x/3}h'=e^x(x-3)+3+2x+x^2
=\frac{x^2}{2}+\sum_{k\ge4}\frac{k-3}{k!}x^k>0,$$

where the series uses $e^x(x-3)=\sum_k(k-3)x^k/k!$. A larger $Q$ therefore means a deeper potential. Restoring the current raises $Q$ by $|\mathbf j|^2/(3n)$, which lowers $E(p_{+1})$. The real $p_0$ state has $\mathbf j=0$ and does not move.

For boron, Becke-Roussel exchange without current is $-3.776786$ Ha for $p_0$ and $-3.757297$ Ha for $p_{+1}$. Hence

$$\Delta=-0.011437+(3.776786-3.757297)=0.008052\ {\rm Ha},$$

or 0.219 eV. With the current, the $p_{+1}$ value becomes $-3.765415$ Ha and $\Delta$ falls to $-0.00007$ Ha, or $-0.002$ eV.

The proof fixes the direction of the shift, not its size, so this near-degeneracy is a numerical result for boron and not an identity. Nor is it a gain in absolute accuracy. Exact exchange is $-3.759798$ Ha for $p_0$ and $-3.748361$ Ha for $p_{+1}$. Relative to these values the functional is too low by 0.0170 Ha for $p_0$. For $p_{+1}$ it is too low by 0.0089 Ha without current and by 0.0171 Ha with it. The last digit of these errors moves by about one unit with the basis. The current makes the two errors nearly equal by enlarging the smaller one.

**Other functionals**

For a general meta-GGA the corresponding replacement is $\tau\to\tilde\tau=\tau-|\mathbf j|^2/(2n)$. If all orbitals of one spin are multiplied by $e^{i\chi(\mathbf r)}$, $|\gamma|^2$ and hence the exchange energy do not change. But $\mathbf j$ becomes $\mathbf j+n\nabla\chi$, and $\tau$ gains $\mathbf j\cdot\nabla\chi+\frac12n|\nabla\chi|^2$. The term $|\mathbf j|^2/(2n)$ gains the same amount, so $\tilde\tau$ is invariant. For real orbitals the functional is unchanged.

The fixed-orbital splittings $\Delta$, in $10^{-3}$ Ha, are:

| Functional | without $\mathbf j$ | with $\mathbf j$ |
|---|---:|---:|
| LSDA, exchange | 1.7 | – |
| LSDA, with correlation | 0.9 | – |
| PBE, exchange | 5.3 | – |
| PBE, with correlation | 3.5 | – |
| TPSS, exchange | 11.4 | 7.9 |
| TPSS, with correlation | 9.2 | 5.9 |
| r2SCAN, exchange | 12.3 | 2.7 |
| r2SCAN, with correlation | 9.5 | 3.3 |
| Becke-Roussel, exchange | 8.1 | −0.1 |

The current reduces the splitting in each meta-GGA shown, but by very different amounts: with correlation, 36% for TPSS and 65% for r2SCAN. Without it, these meta-GGAs split the term more than PBE does. Even with it, TPSS remains worse than PBE by this measure. r2SCAN with the current is about equal to PBE when correlation is included (3.3 against 3.5) and gives about half the PBE splitting for exchange alone (2.7 against 5.3). LSDA and PBE have no $\tau$ in which to make the replacement. The entries depend somewhat on the orbitals: with PBE orbitals in place of Hartree-Fock ones they move by up to $0.25\times10^{-3}$ Ha (r2SCAN exchange with current becomes 3.0), and Becke-Roussel with current stays at $-0.1$.

**Does self-consistency remove the splitting?**

It does not for LSDA or PBE. Because these functionals see only the density, the $p_{+1}$ state can be computed with occupations $\frac12p_x+\frac12p_y$, which give the same density and kinetic energy. With the orbitals optimized separately for each occupation, and d functions added so that the s orbitals can polarize, the PBE energies are $-24.611168$ Ha for $p_0$ and $-24.606563$ Ha for $p_{+1}$. The splitting is 0.0046 Ha, or 0.125 eV. For LSDA it is 0.0015 Ha, or 0.041 eV. Both exceed the fixed-orbital values. Relaxation within the s and p functions alone gives 0.0036 Ha for PBE and 0.0010 Ha for LSDA, close to the fixed-orbital values, so most of the increase comes from the d functions. Adding f functions leaves the PBE splitting unchanged at the precision quoted. A larger uncontracted s, p, d basis lowers both PBE totals by $1.0\times10^{-3}$ Ha and changes the splitting by $2\times10^{-5}$ Ha.

The increase with d functions is not peculiar to semilocal functionals. Once the s orbitals mix with d, $L_+$ no longer annihilates them, the two determinants are no longer connected by $L_\pm$, and the proof of degeneracy given above does not apply. Unrestricted Hartree-Fock, degenerate in s and p functions, gives $-24.532967$ Ha for $p_0$ and $-24.530109$ Ha for $p_{+1}$ with d functions, a splitting of 0.0029 Ha or 0.078 eV. Exact exchange alone therefore does not restore the degeneracy in an unrestricted calculation, and the failed cancellation analysed above accounts for the fixed-orbital splitting only.

**Changes requested**

The PBE difference should be reported as a symmetry error of the approximate treatment, neither as a property of boron nor as a convergence failure. It is already 0.0035 Ha with fixed s and p orbitals, where exact exchange gives zero, and it grows when the s orbitals polarize, where unrestricted Hartree-Fock splits the term as well. The occupation used for the atomic reference must be stated, because any energy measured against that atom inherits the choice: with PBE, $p_{+1}$ lies 0.125 eV above $p_0$, and the spherical occupation, with one third of an electron in each 2p orbital, lies about 0.185 eV above $p_0$. If the authors adopt a current-dependent meta-GGA, they should give the remaining splitting for that functional. They should not present the current as indispensable in principle, since without a magnetic field the exact functional of the density alone already gives both components the same energy.

## Table of computed values

```
Basis aug-cc-pvqz: 21 s,p functions; 41 s,p,d functions
HF total energy p0: -24.52915695 Ha
  one-electron energy p0: -32.368889 Ha
  Hartree energy p0: 11.599530 Ha
  exact exchange energy p0: -3.759798 Ha
HF total energy p+1: -24.52915695 Ha
  one-electron energy p+1: -32.368889 Ha
  Hartree energy p+1: 11.588093 Ha
  exact exchange energy p+1: -3.748361 Ha
F2(2p,2p) from radial quadrature: 0.190611 Ha
3 F2/50: 0.011437 Ha
Hartree difference, p+1 minus p0: -0.011437 Ha
Exact exchange difference, p+1 minus p0: 0.011437 Ha
Hole test point (x,y,z): 1.2 0.0 0.7 bohr
Q from the exchange hole: -0.013472 bohr^-5
Q formula with current: -0.013472 bohr^-5
Q formula without current: -0.015443 bohr^-5
Single p+1 orbital, D without current: 0.012927 bohr^-5
Single p+1 orbital, |D| with current: 0.0e+00 bohr^-5
BR exchange energy of hydrogen: -0.312500 Ha
BR exchange p0, no j: -3.776786 Ha
BR exchange p+1, no j: -3.757297 Ha
BR exchange p0, with j: -3.776786 Ha
BR exchange p+1, with j: -3.765415 Ha
Fixed-orbital splittings E(p+1)-E(p0), x: exchange, xc: with correlation
  LSDA x, no j: 0.001653 Ha = 0.0450 eV
  LSDA xc, no j: 0.000865 Ha = 0.0235 eV
  PBE x, no j: 0.005315 Ha = 0.1446 eV
  PBE xc, no j: 0.003508 Ha = 0.0955 eV
  TPSS x, no j: 0.011356 Ha = 0.3090 eV
  TPSS x, with j: 0.007908 Ha = 0.2152 eV
  TPSS xc, no j: 0.009219 Ha = 0.2509 eV
  TPSS xc, with j: 0.005876 Ha = 0.1599 eV
  r2SCAN x, no j: 0.012316 Ha = 0.3351 eV
  r2SCAN x, with j: 0.002737 Ha = 0.0745 eV
  r2SCAN xc, no j: 0.009472 Ha = 0.2577 eV
  r2SCAN xc, with j: 0.003314 Ha = 0.0902 eV
  BR x, no j: 0.008052 Ha = 0.2191 eV
  BR x, with j: -0.000065 Ha = -0.0018 eV
Largest splitting change on grid refinement: 1.4e-07 Ha
Largest xc difference from ensemble 3D grid: 4.7e-09 Ha
Self-consistent LSDA total energy p0: -24.353990 Ha
Self-consistent LSDA total energy p+1: -24.352470 Ha
Self-consistent LSDA splitting: 0.001520 Ha = 0.0414 eV
Self-consistent PBE total energy p0: -24.611168 Ha
Self-consistent PBE total energy p+1: -24.606563 Ha
Self-consistent PBE splitting: 0.004605 Ha = 0.1253 eV
```
